# Coupled Radial Equations for the Fourfold Acceptor Ground State

An acceptor in a diamond-type or zincblende semiconductor binds a hole whose band edge is fourfold degenerate. A donor electron in a simple isotropic band has one mass and a hydrogenic radial equation. The hole has two masses, heavy and light, and which one applies depends on the spin component along the direction of motion. A bound state contains all directions of motion, so neither mass can be used alone, and a purely spherical envelope cannot be an eigenstate. The question is which envelope must be added to it, and which equations determine the two.

## 1. Model and conventions

Atomic units are used, with hole energy counted from the band edge, positive into the band. A bound hole then has $E<0$. The assumptions are as follows.

1. Only the fourfold edge is kept. It is described by spin matrices $J_i$ with $J=3/2$. The spin-orbit splitting must be large compared with the binding energy.
2. The acceptor acts through $-1/(\varepsilon r)$, with static screening and no short-range potential.
3. The envelope varies slowly on the scale of the lattice.
4. Terms linear in $\mathbf p$ are neglected. Zincblende allows them because it has no inversion centre, and they would mix even and odd envelopes. In the diamond structure they are absent.

Define

$$T_{ik}=\tfrac12(J_iJ_k+J_kJ_i)-\tfrac54\delta_{ik},\qquad \sum_iT_{ii}=\tfrac{15}{4}-\tfrac{15}{4}=0 .$$

The Luttinger Hamiltonian with the acceptor potential is

$$H_{\rm c}=\frac{\gamma_1}{2}p^2-\gamma_2A-\gamma_3B-\frac1{\varepsilon r},\qquad A=\sum_ip_i^2T_{ii},\quad B=\sum_{i\ne k}p_ip_kT_{ik}.$$

Because the $p_i$ commute with one another,

$$D\equiv A+B=\sum_{ik}p_ip_kT_{ik}=(\mathbf p\cdot\mathbf J)^2-\tfrac54p^2 .$$

This operator is invariant under joint rotations of envelope and spin, generated by $\mathbf F=\mathbf L+\mathbf J$. With $\bar\gamma=(2\gamma_2+3\gamma_3)/5$ and $\Delta=\gamma_3-\gamma_2$ we have $\gamma_2=\bar\gamma-\frac35\Delta$ and $\gamma_3=\bar\gamma+\frac25\Delta$, hence

$$\gamma_2A+\gamma_3B=\bar\gamma D+\Delta\,C,\qquad C=\tfrac15(2B-3A)=\tfrac25D-A .$$

The **spherical model** drops $C$:

$$H=\frac{\gamma_1}{2}\left(p^2-\mu D\right)-\frac1{\varepsilon r},\qquad \mu=\frac{2\bar\gamma}{\gamma_1},\qquad 0\le\mu<1 .$$

**Lemma 1.** The operator $C$ has no matrix elements between states with $F=3/2$.

*Proof.* Let $P_{ik}=p_ip_k-\frac13p^2\delta_{ik}$. As $T$ is traceless, $p_ip_k$ may be replaced by $P_{ik}$ in both $A$ and $D$. Then $C=-\sum c_{iklm}P_{ik}T_{lm}$ with

$$c_{iklm}=\delta_{iklm}-\tfrac15(\delta_{ik}\delta_{lm}+\delta_{il}\delta_{km}+\delta_{im}\delta_{kl}),$$

where $\delta_{iklm}=1$ if all indices agree and is zero otherwise. In the contraction the first term gives $A$, the second gives zero, and the last two give $-\frac25D$. The array $c$ is symmetric in all indices, and its trace over $i=k$ is $\delta_{lm}-\frac15(3+1+1)\delta_{lm}=0$. Thus $C$ is a component of a tensor of rank 4 under $\mathbf F$. Two angular momenta $3/2$ couple to rank 3 at most, so the matrix elements vanish. ∎

The weights $2/5$ and $3/5$ are therefore those for which cubic warping neither shifts nor splits an $F=3/2$ quartet at first order in $\Delta$.

## 2. The theorem

Let $\chi_M$ be the four spin states, $\mathbf n=\mathbf r/r$, and

$$Q(\mathbf n)=(\mathbf n\cdot\mathbf J)^2-\tfrac54=\sum_{ik}n_in_kT_{ik},\qquad \Phi_0=\frac{\chi_M}{\sqrt{4\pi}},\qquad \Phi_2=Q(\mathbf n)\Phi_0 .$$

**Theorem.** In the spherical model every even-parity bound state with $F=3/2$ has the form $\Psi_M=f(r)\Phi_0+g(r)\Phi_2$, where

$$\frac{\gamma_1}{2}\left[-f''-\frac{2f'}r+\mu\left(g''+\frac{5g'}r+\frac{3g}{r^2}\right)\right]-\frac f{\varepsilon r}=Ef,\tag{1}$$

$$\frac{\gamma_1}{2}\left[-g''-\frac{2g'}r+\frac{6g}{r^2}+\mu\left(f''-\frac{f'}r\right)\right]-\frac g{\varepsilon r}=Eg,\tag{2}$$

and $\int_0^\infty(f^2+g^2)r^2dr=1$. The same $f$ and $g$ serve all four values of $M$.

At $\mu=0$ the lowest level is the 1s level times four spin states, which is such a quartet. It remains the ground state as $\mu$ grows unless another level crosses it.

**Lemma 2.** $\Phi_0$ and $\Phi_2$ are orthonormal and span the even-parity angular states with $F=3/2$ and given $M$.

*Proof.* Coupling $L$ with $J=3/2$ to $F=3/2$ requires $0\le L\le3$, and each $L$ occurs once. Even parity leaves $L=0$ and $L=2$. Clearly $\Phi_0$ is the first.

For the second, $r^2Q=\sum x_ix_kT_{ik}$ is homogeneous of degree 2, and its Laplacian is $2\sum_iT_{ii}=0$. Its angular part therefore has $L=2$. Since $\mathbf n\cdot\mathbf J$ is unchanged by joint rotations, $Q$ commutes with $\mathbf F$, so $Q\chi_M$ has the same $F$ and $M$ as $\chi_M$.

With the spin axis along $\mathbf n$, the eigenvalues of $Q$ are $m^2-\frac54$. They equal $+1$ for $m=\pm\frac32$ and $-1$ for $m=\pm\frac12$. Hence $Q^2=1$, and $\Phi_2$ has the norm of $\Phi_0$. Different $L$ makes them orthogonal. ∎

In momentum space $D=k^2Q(\hat{\mathbf k})$. The kinetic energy is $\frac{\gamma_1}2(1-\mu)k^2$ for $Q=+1$, the heavy hole, and $\frac{\gamma_1}2(1+\mu)k^2$ for $Q=-1$, the light hole. The condition $\mu<1$ keeps both positive.

**Lemma 3.** $D(f\Phi_0)=-\left(f''-\dfrac{f'}r\right)\Phi_2$.

*Proof.* From $\partial_if=n_if'$ and $\partial_kn_i=(\delta_{ik}-n_in_k)/r$,

$$\partial_i\partial_kf=\delta_{ik}\frac{f'}r+n_in_k\left(f''-\frac{f'}r\right).$$

Insert $p_ip_k=-\partial_i\partial_k$ in $D$. The $\delta_{ik}$ term multiplies $\sum_iT_{ii}=0$, and the other produces $Q$. ∎

**Lemma 4.** $D(g\Phi_2)=-\left(g''+\dfrac{5g'}r+\dfrac{3g}{r^2}\right)\Phi_0$.

*Proof.* First, there is no $\Phi_2$ component. The Fourier transform preserves $L$, $F$ and $M$, so $g(r)Q(\mathbf n)\chi_M$ becomes $G(k)Q(\hat{\mathbf k})\chi_M$. Multiplication by $k^2Q(\hat{\mathbf k})$ gives $k^2G(k)\chi_M$, because $Q^2=1$. This is pure $L=0$, and it stays so on returning to position space.

The radial coefficient follows from hermiticity. Let $u(r)$ be a smooth real function that vanishes near $r=0$ and at large $r$. By Lemma 3,

$$\langle u\Phi_0|D|g\Phi_2\rangle=-\int\left(u''-\frac{u'}r\right)g\,r^2dr=-\int u\left[(r^2g)''+(rg)'\right]dr .$$

The first term was integrated by parts twice and the second once. The bracket is

$$(r^2g''+4rg'+2g)+(rg'+g)=r^2\left(g''+\frac{5g'}r+\frac{3g}{r^2}\right).$$

Since $u$ is arbitrary, the formula holds at every $r>0$. ∎

If $u$ is replaced by $f$, the terms at the origin are $r^2gf'$, $(r^2g)'f$ and $rgf$. They vanish for the regular solutions found below, so the coupled radial operator is symmetric.

*Proof of the theorem.* Lemma 2 gives the form of $\Psi_M$. The operator $p^2=-\nabla^2$ is diagonal in $L$, with centrifugal terms $0$ and $L(L+1)/r^2=6/r^2$. By Lemmas 3 and 4, $-\mu D$ contributes $+\mu(f''-f'/r)$ to the coefficient of $\Phi_2$ and $+\mu(g''+5g'/r+3g/r^2)$ to that of $\Phi_0$. Equating the coefficients in $H\Psi_M=E\Psi_M$ gives (1) and (2). Nothing depends on $M$. ∎

**Remark on the sign.** If the $L=2$ state is taken as $-\Phi_2$, then $g$ changes sign and both $\mu$ terms are reversed. Energies are therefore even in $\mu$ for this pair of equations, as are $f$ and $g^2$.

**Scaling.** Measure length in $a^*=\varepsilon\gamma_1$ bohr and energy in $R^*=1/(2\varepsilon^2\gamma_1)$ hartree. Then $\gamma_1/(2a^{*2})=R^*$ and $1/(\varepsilon a^*)=2R^*$. Writing $e=E/R^*$ and keeping $r$ for the scaled radius,

$$-f''-\frac{2f'}r+\mu\left(g''+\frac{5g'}r+\frac{3g}{r^2}\right)-\frac{2f}r=ef,\tag{3}$$

$$-g''-\frac{2g'}r+\frac{6g}{r^2}+\mu\left(f''-\frac{f'}r\right)-\frac{2g}r=eg.\tag{4}$$

In these units $\mu$ is the one remaining parameter.

**Remark on binding.** With $g=0$ the energy expectation value contains no $\mu$, and its minimum is $-1$, reached at $f=2e^{-r}$. For $\mu>0$ this state is not an eigenstate, because $f''-f'/r\neq0$ violates (4). The true ground energy is therefore below $-1$, and the excess binding is due to the $L=2$ admixture.

## 3. Behaviour near the acceptor

Put $f=\alpha r^q$, $g=\beta r^q$ in the kinetic terms. The coefficients of $r^{q-2}$ are

$$-q(q+1)\alpha+\mu(q+1)(q+3)\beta,\qquad \mu q(q-2)\alpha-(q-2)(q+3)\beta .$$

Their determinant is $(1-\mu^2)\,q(q+1)(q-2)(q+3)$, so the exponents are $0,2,-1,-3$ for every $\mu<1$. The solution with $-3$ is not normalizable, and that with $-1$ has infinite kinetic energy. For $q=0$ the second expression is $6\beta$, which forces $g(0)=0$.

The Coulomb term fixes the slopes. Let $f=a+br+\dots$ and $g=cr+\dots$. The $1/r$ terms of (3) and (4) are

$$-2b+8\mu c-2a=0,\qquad 4c-\mu b=0 .$$

Thus $c=\mu b/4$, and substitution gives $-2b(1-\mu^2)=2a$:

$$\frac{f'(0)}{f(0)}=-\frac1{1-\mu^2},\qquad g'(0)=\frac\mu4f'(0).\tag{5}$$

The $L=2$ function starts linearly, not as $r^2$, because the cusp of $f$ acts as its source. As $\mu\to1$ the heavy mass and the cusp slope both diverge. An envelope that varies so sharply near the acceptor violates assumption 3.

## 4. Behaviour far from the acceptor

Without the Coulomb term, let $x=\kappa r$ and

$$k_0=\frac{e^{-x}}x,\qquad k_2=\frac{e^{-x}}x\left(1+\frac3x+\frac3{x^2}\right).$$

Direct differentiation gives $k_0''-k_0'/x=k_2$ and $k_2''+5k_2'/x+3k_2/x^2=k_0$. Also $\nabla^2(k_0\Phi_0)=\kappa^2k_0\Phi_0$ away from the origin. Since $\nabla^2$ commutes with $D$, the same holds for $k_2\Phi_2$. Therefore $f=k_0$, $g=\mp k_2$ solve the free equations with $e=-(1\pm\mu)\kappa^2$. For $\mu>0$ and given $e$ the upper sign has the smaller $\kappa$ and dominates the tail:

$$\kappa=\sqrt{\frac{|e|}{1+\mu}},\qquad \frac gf\to-\left(1+\frac3x+\frac3{x^2}\right).\tag{6}$$

Far out $g\to-f$, so $\Psi\propto(1-Q)\chi_M$. This is the projection on spin $\pm\frac12$ along $\mathbf n$: the tail is made of light holes. This regime begins only where the heavy-hole solution, with decay constant $\kappa_h=\sqrt{|e|/(1-\mu)}$, has died out, that is for $r\gg1/(\kappa_h-\kappa)$. For small $\mu$ this distance is of order $1/\mu$, and at $\mu=0$ the ground state has $g=0$ and (6) does not apply.

The Coulomb term leaves the $3/x$ correction unchanged. Set $f=S(1+a_1/r)$, $g=-S(1+b_1/r)$ with $S=r^\nu e^{-\kappa r}$, and add (3) and (4). The Coulomb terms and all terms with $\nu$ cancel at order $1/r$, leaving

$$-2\mu\kappa^2(b_1-a_1)+6\mu\kappa=0,\qquad b_1-a_1=\frac3\kappa .$$

Coulomb corrections to the ratio thus begin at order $1/r^2$.

## 5. Weak coupling

For small $\mu$ start from $f_0=2e^{-r}$, $e=-1$. The source in (4) is $\mu s$ with $s=f_0''-f_0'/r=2e^{-r}(1+1/r)$. To first order

$$\mathcal O g=-\mu s,\qquad \mathcal O=-\frac{d^2}{dr^2}-\frac2r\frac d{dr}+\frac6{r^2}-\frac2r+1 .$$

Projecting (3) on $f_0$ and integrating by parts gives $e=-1+\mu\int gs\,r^2dr$ to order $\mu^2$.

Expand $g$ in $S_k=r^2e^{-r}L_k^{(5)}(2r)$, $k=0,1,\dots$. These hydrogenic functions obey $\mathcal OS_k=2(k+2)S_k/r$ and are orthogonal with weight $r$, with

$$N_k=\int S_k^2\,r\,dr=\frac{(k+5)!}{64\,k!}.$$

The generating function of the Laguerre polynomials gives $\int_0^\infty y^\beta e^{-y}L_k^{(5)}(y)\,dy=24$ for $\beta=4$ and $6(k+1)$ for $\beta=3$. With $y=2r$,

$$b_k=\int S_ks\,r^2dr=2\left[\frac{24}{32}+\frac{6(k+1)}{16}\right]=\frac34(k+3).$$

The binding energy is therefore

$$-e=1+\mu^2\sum_k\frac{b_k^2}{2(k+2)N_k}=1+\mu^2\sum_k\frac{18(k+3)}{(k+1)(k+2)^2(k+4)(k+5)} .$$

The fraction without the factor 18 decomposes into

$$\frac{1/6}{k+1}-\frac{7/36}{k+2}-\frac{1/6}{(k+2)^2}+\frac{1/12}{k+4}-\frac{1/18}{k+5}.$$

The simple poles sum to $17/108$, and the double pole sums to $-\frac16(\pi^2/6-1)$. Hence

$$-e=1+\left(\frac{35}6-\frac{\pi^2}2\right)\mu^2+O(\mu^4)\approx1+0.899\,\mu^2 .\tag{7}$$

Numerical solution of (3) and (4), with quintic splines on $0\le r\le40$, gives $-e=1.0374$ at $\mu=0.2$ and $1.1708$ at $\mu=0.4$. The ratios $(-e-1)/\mu^2$ are $0.936$ and $1.068$. A straight line in $\mu^2$ through them meets $\mu=0$ at $0.89$, close to (7). At $\mu=0.6$ and $0.8$ the binding is $1.503$ and $2.580$, well above the quadratic law.

## 6. A worked case

Take the round parameters $\gamma_1=10$, $\gamma_2=3$, $\gamma_3=4$, $\varepsilon=15$, which stand for no particular material. Then

$$\bar\gamma=\frac{6+12}5=3.6,\qquad\mu=\frac{7.2}{10}=0.72 .$$

The length unit is $a^*=150$ bohr $=79.4$ Å. The energy unit is $R^*=1/4500$ hartree $=0.00605$ eV.

The spline solution gives a binding energy of $1.960\,R^*=0.0118$ eV, almost twice the value without the $L=2$ envelope. The energy parts, in $R^*$, are

$$\underbrace{5.923}_{\text{diagonal kinetic}}\;\underbrace{-\,3.964}_{L=0/L=2\text{ coupling}}\;\underbrace{-\,3.919}_{\text{Coulomb}}=-1.960 .$$

The coupling cancels about two thirds of the diagonal kinetic energy. The hole can therefore contract: its mean radius is $0.832\,a^*=66$ Å, against $1.5\,a^*$ for $f=2e^{-r}$. The $L=2$ part carries 23.7% of the norm.

The radial functions, in units of $a^{*-3/2}$, are:

| $r/a^*$ | $f$ | $g$ |
|---|---|---|
| 0 | 5.977 | 0 |
| 0.5 | 1.913 | −0.540 |
| 1 | 0.604 | −0.416 |
| 2 | 0.076 | −0.125 |
| 4 | 0.0042 | −0.0082 |

The $L=0$ part dominates near the acceptor, and the $L=2$ part is the larger one at $2a^*$ and beyond in this table. At the origin, (5) gives $f'(0)/f(0)=-1/(1-0.5184)=-2.076$ and $g'(0)/f(0)=0.18\times(-2.076)=-0.374$. The numerical slopes are $-2.077$ and $-0.374$. In the tail $\kappa=\sqrt{1.960/1.72}=1.067$, and at $r=10$ equation (6) gives $g/f=-1.307$. The solution has $-1.328$, a difference of 1.6%, which is of the size expected from terms of order $1/r^2$.

The Hamiltonian $H$ can also be diagonalized in three dimensions, in Gaussian envelopes times the four spin states, without radial reduction. With s and d envelopes the lowest level is fourfold, with binding energy $1.9595\,R^*$. With p and f envelopes the lowest level lies at $-0.821\,R^*$. Among envelopes with $L\le3$ the even quartet is thus the ground state here.

## 7. Where the two equations cease to suffice

Restoring $C$ mixes the quartet with other values of $F$, and then $L=0$ and $L=2$ with $F=3/2$ no longer close. For the parameters above, diagonalization with s and d Gaussians lowers the level by $0.037\,R^*=0.0002$ eV, about 2% of the binding energy, and leaves it fourfold. Envelopes with $L\ge4$ are missing from this figure. Adding them cannot raise the lowest level, and the kinetic energy couples $L=2$ directly to $L=4$. The figure is therefore a lower bound, not an estimate of the full lowering.

For $\Delta=\pm0.02$ at fixed $\bar\gamma$, the part of the shift odd in $\Delta$ is below $10^{-4}$ of the even part. Lemma 1 explains the missing linear term. It does not by itself exclude a cubic one, but with s and d envelopes alone all odd terms vanish. The reason is that $(\gamma_2A+\gamma_3B)^2$ is a multiple of the unit spin matrix, and its dependence on the direction of $\mathbf p$ has only $L=0$ and $L=4$ parts. An s envelope is then coupled to a single d combination, and that combination only back to the s envelope. The strength is set by the directional average $(2\gamma_2^2+3\gamma_3^2)/5=\bar\gamma^2+\frac6{25}\Delta^2$, which is even in $\Delta$. Envelopes with $L\ge4$ lift this restriction, and a cubic term can then appear.

If the spin-orbit splitting is comparable with the binding energy, the split-off band must be kept. In the spherical model it adds one more radial function to the even $F=3/2$ states, with $L=2$ and spin part $J=1/2$. A short-range potential acts mainly through $f$, since $g(0)=0$. The large value of $f(0)$, about three times that of $2e^{-r}$, makes the level more sensitive to such a potential than the hydrogenic estimate with mass $1/\gamma_1$ suggests. The comparison depends on the mass chosen: a hydrogenic state with the heavy mass would have the larger value $2(1-\mu)^{-3/2}=13.5$.

Numbers in the example were calculated in double precision.
